# Mixed potential and corrosion rate of an etching metal film

An iron film used as a sacrificial layer is immersed in acid with no power supply connected. It dissolves, hydrogen ions are reduced on its surface, and a voltmeter against a reference electrode shows a steady potential. This potential is the equilibrium potential of neither reaction, since both run steadily in one direction. If gold pads are in electrical contact with the film, the reading moves and the film dissolves faster, although the gold does not dissolve. What fixes the potential, and how fast does the film etch?

## The model and its conventions

The metal dissolves by M → M\(^{n+}\) + \(n\)e\(^-\) on the film area \(A_a\). An oxidant is reduced on the total cathodic area \(A_c\), which includes the film itself and any inert metal shorted to it. Let \(R=A_c/A_a\), so a film alone has \(R=1\). Potentials \(E\) are on the hydrogen scale, and both partial current densities are counted as positive numbers.

Far from its equilibrium potential, each reaction is taken to follow a Tafel law:

\[
i_a=i_{0a}\,e^{(E-E_a)/\beta_a},\qquad
i_c=i_{0c}\,e^{-(E-E_c)/\beta_c}. \tag{1}
\]

Here \(E_a\) and \(E_c\) are the equilibrium potentials, and \(i_{0a}\) and \(i_{0c}\) are the exchange current densities. The slopes \(\beta_a,\beta_c>0\) are the potential changes that alter a current by a factor \(e\). A slope \(b\) quoted per decade gives \(\beta=b/\ln 10\). Raising \(E\) speeds dissolution and slows reduction, hence the opposite signs.

Spontaneous etching requires \(\Delta=E_c-E_a>0\). The model further assumes a bare film, one electrode potential \(E\), measured against the same reference, on all the connected metal, no transport limit, one oxidant, and the same cathodic kinetics on all the cathodic metal. I write \(s=\beta_a+\beta_c\).

## First derivation: equal currents

At open circuit no current leaves through a wire. In the steady state the electrons released by dissolution are all consumed by reduction:

\[
A_a i_a=A_c i_c\quad\Longrightarrow\quad i_a=R\,i_c. \tag{2}
\]

The total currents are equal; the current densities are equal only if \(R=1\). Inserting (1) and taking logarithms turns the condition into a linear equation for \(E\):

\[
\ln i_{0a}+\frac{E-E_a}{\beta_a}=\ln(R\,i_{0c})-\frac{E-E_c}{\beta_c}.
\]

Collect the terms in \(E\) on the left:

\[
E\left(\frac1{\beta_a}+\frac1{\beta_c}\right)
=\ln\frac{R\,i_{0c}}{i_{0a}}+\frac{E_a}{\beta_a}+\frac{E_c}{\beta_c}.
\]

The bracket equals \(s/(\beta_a\beta_c)\), so the mixed potential is

\[
E_{\rm corr}=\frac{\beta_a\beta_c}{s}
\left[\ln\frac{R\,i_{0c}}{i_{0a}}+\frac{E_a}{\beta_a}+\frac{E_c}{\beta_c}\right]. \tag{3}
\]

To find the current, subtract \(E_a=(\beta_a\beta_c/s)(E_a/\beta_a+E_a/\beta_c)\) from (3). The terms in \(E_a/\beta_a\) cancel, leaving

\[
E_{\rm corr}-E_a=\frac{\beta_a}{s}
\left[\Delta+\beta_c\ln\frac{R\,i_{0c}}{i_{0a}}\right]. \tag{4}
\]

Insert this in the anodic law:

\[
\ln i_{\rm corr}=\ln i_{0a}+\frac{\Delta}{s}
+\frac{\beta_c}{s}\bigl[\ln(R\,i_{0c})-\ln i_{0a}\bigr].
\]

The coefficient of \(\ln i_{0a}\) is \(1-\beta_c/s=\beta_a/s\). Therefore

\[
i_{\rm corr}=i_{0a}^{\beta_a/s}\,(R\,i_{0c})^{\beta_c/s}\,e^{\Delta/s}. \tag{5}
\]

This is the dissolution current per unit film area. It is a weighted geometric mean of \(i_{0a}\) and \(R\,i_{0c}\), the two exchange currents per unit film area, multiplied by an exponential of the driving voltage. The reaction with the larger \(\beta\), whose current responds less to potential, has the greater weight.

One mole of metal occupies \(M/\rho\) and releases charge \(nF\), where \(M\) is the molar mass, \(\rho\) the density and \(F\) the Faraday constant. The thickness therefore falls at the rate

\[
v=\frac{i_{\rm corr}M}{nF\rho}. \tag{6}
\]

## Second derivation: the minimum of a charging function

The same result follows from asking how the potential settles. When a metal ion leaves, its electrons stay behind and make the metal more negative. Reduction removes electrons and makes it more positive. With a constant positive capacitance \(C\) per unit film area, counting all the connected metal,

\[
C\frac{dE}{dt}=-(i_a-R\,i_c). \tag{7}
\]

Define

\[
\Phi(E)=\beta_a i_a+\beta_c R\,i_c. \tag{8}
\]

From (1), \(di_a/dE=i_a/\beta_a\) and \(di_c/dE=-i_c/\beta_c\). Thus \(d\Phi/dE=i_a-R\,i_c\), and

\[
C\frac{dE}{dt}=-\frac{d\Phi}{dE},\qquad
\frac{d\Phi}{dt}=-\frac1C\left(\frac{d\Phi}{dE}\right)^2\le0.
\]

The potential moves downhill on \(\Phi\), so the resting state is its minimum. That minimum can be found without first solving for \(E\). Take weights \(w_a=\beta_a/s\) and \(w_c=\beta_c/s\), which add to one, and form

\[
i_*=i_a^{w_a}(R\,i_c)^{w_c}.
\]

Its logarithm is

\[
\ln i_*=w_a\ln i_{0a}+w_c\ln(R\,i_{0c})
+\frac{E-E_a}{s}-\frac{E-E_c}{s},
\]

because \(w_a/\beta_a=w_c/\beta_c=1/s\). The potential cancels, and \(i_*\) is a constant equal to the right side of (5).

Now let \(x_a=i_a/i_*\) and \(x_c=R\,i_c/i_*\). By the definition of \(i_*\), \(w_a\ln x_a+w_c\ln x_c=0\). For positive \(x\), the function \(x-1-\ln x\) has derivative \(1-1/x\), so its minimum is zero, at \(x=1\). Hence \(x\ge1+\ln x\), and

\[
\frac{\Phi}{s\,i_*}=w_ax_a+w_cx_c
\ge w_a+w_c+w_a\ln x_a+w_c\ln x_c=1. \tag{9}
\]

Equality requires \(x_a=x_c=1\), that is, \(i_a=R\,i_c=i_*\). This state exists: \(i_a\) takes every positive value as \(E\) varies, and when \(i_a=i_*\) the constancy of the product forces \(R\,i_c=i_*\). The corrosion current is therefore \(i_*\), which is (5).

The potential follows from the anodic law:

\[
E_{\rm corr}=E_a+\beta_a\ln\frac{i_*}{i_{0a}}
=E_a+\frac{\beta_a}{s}\left[\Delta+\beta_c\ln\frac{R\,i_{0c}}{i_{0a}}\right].
\]

This is (4), and hence (3).

The curvature at the minimum tells how firmly the potential is held:

\[
\Phi''(E_{\rm corr})=i_{\rm corr}\left(\frac1{\beta_a}+\frac1{\beta_c}\right)
=\frac1{R_p},\qquad
R_p=\frac{\beta_a\beta_c}{s\,i_{\rm corr}}. \tag{10}
\]

Since \(\Phi'\) is the net anodic current per film area, \(R_p\) is the ratio of a small imposed potential change to the net current it draws, called the polarization resistance. Linearizing (7) gives \(C\,d(\delta E)/dt=-\delta E/R_p\), so a small disturbance decays with time constant \(R_pC\).

## What each derivation assumes

Both routes use the Tafel laws, a uniform potential and the same area ratio. They differ in what is added and in what survives when the laws change.

The first assumes a steady state and does not ask how it is reached. Its balance of total currents holds for other rate laws too, though the equation may then need a numerical solution.

The second adds a charging law with positive capacitance. In return it shows that the potential approaches the balance point and how quickly. The inequality itself needs no capacitance, but it relies on the exponential form of both currents, since only then was \(i_*\) shown to be independent of potential. With other laws one may still integrate the net current to define \(\Phi\), but (9) no longer supplies its minimum.

Stability also depends on the rate laws. Linearizing (7) about any balance point shows that it is stable if \(d(i_a-R\,i_c)/dE>0\). Tafel laws satisfy this everywhere. A film that passivates, so that \(i_a\) falls with rising potential, may violate it.

## When the Tafel result fails

Equal currents do not by themselves justify Tafel laws. Subtracting (4) from \(\Delta\) gives the cathodic overpotential:

\[
E_c-E_{\rm corr}=\frac{\beta_c}{s}
\left[\Delta-\beta_a\ln\frac{R\,i_{0c}}{i_{0a}}\right]. \tag{11}
\]

Both (4) and (11) must be positive and large enough for the reverse reactions to be negligible. For a two-electron reaction whose rate-determining step occurs once per overall reaction, the ratio of reverse to forward current at overpotential \(\eta\) is

\[
r=e^{-2F\eta/(\mathcal R T)},
\]

where \(\mathcal R\) is the gas constant and \(T\) the temperature. If the forward rates still follow (1), with no added effect from a changing coverage of intermediates, each net current is its Tafel current times \(1-r\). If \(r_a\) and \(r_c\) are small and the potential shifts by \(\delta E\), the logarithm of the balance becomes, to first order,

\[
\frac{\delta E}{\beta_a}-r_a=-\frac{\delta E}{\beta_c}-r_c,
\qquad
\delta E=\frac{\beta_a\beta_c}{s}(r_a-r_c).
\]

The change in the net rate is

\[
\delta\ln i_{\rm corr}=\frac{\delta E}{\beta_a}-r_a
=-\frac{\beta_ar_a+\beta_cr_c}{s}. \tag{12}
\]

Reverse reactions thus lower the rate, at this order.

A large cathodic exchange current can make the Tafel answer wrong outright. Take slopes of 60 and 120 mV/decade, \(R=1\), \(E_a=-0.10\) V, \(E_c=0\), \(i_{0a}=10^{-8}\) and \(i_{0c}=10^{-4}\) A/cm\(^2\), at 298.15 K. Equation (3) gives \(+0.093\) V, above both equilibrium potentials, where hydrogen ions could not be reduced spontaneously. Solving the balance with reverse reactions by bracketed root finding gives \(-0.00006\) V. The cathodic reaction stays almost at equilibrium and pins the potential near \(E_c\). The anodic reaction then controls the rate.

## An iron film, alone and beside gold

Consider a 100 nm iron film in deaerated acid of about 1 mol/L at 298.15 K. The kinetic values are rough typical ones: slopes of 60 and 120 mV/decade, \(i_{0a}=10^{-9}\) A/cm\(^2\) and \(i_{0c}=10^{-6}\) A/cm\(^2\). Thus \(\beta_a=26.06\) mV, \(\beta_c=52.12\) mV and \(s=78.17\) mV.

With a rough standard potential of \(-0.44\) V, iron-ion activity \(10^{-3}\), and both hydrogen ions and hydrogen gas taken at unit activity, the Nernst equation gives

\[
E_a=-0.44+\frac{\mathcal RT}{2F}\ln10^{-3}=-0.5287\ \text{V},
\qquad E_c=0.
\]

For the film alone, (3) becomes

\[
E_{\rm corr}=\frac{0.02606\times0.05212}{0.07817}
\left[\ln10^3-\frac{0.5287}{0.02606}\right]\text{V}
=-0.2325\ \text{V}.
\]

The cathodic law gives the current:

\[
i_{\rm corr}=10^{-6}\times10^{0.2325/0.120}\ \text{A/cm}^2
=86.6\ \mu\text{A/cm}^2.
\]

With \(M=55.845\) g/mol, \(\rho=7.874\) g/cm\(^3\) and \(n=2\), (6) gives 1.91 nm/min. The film clears in about 52 min. The overpotentials are 0.296 V for iron and 0.232 V for hydrogen, and the reverse-to-forward ratios are about \(10^{-10}\) and \(10^{-8}\). The hydrogen value assumes that the slow step occurs once per molecule of H\(_2\). The same slope of 120 mV/decade also fits a slow one-electron discharge followed by recombination of two adsorbed atoms; the ratio is then \(e^{-F\eta/(\mathcal R T)}\approx10^{-4}\), which lowers the rate by about 0.01%. Either way, reverse reactions are negligible for these parameters.

From (10), \(R_p\) is about 201 Ω cm\(^2\). A rough capacitance of 20 μF/cm\(^2\) gives a relaxation time of 4 ms, far shorter than the etch, so the film can be treated as being at its mixed potential throughout.

Now short the film to gold pads of ten times its area, keeping the film area and all other parameters fixed. Then \(R=11\). Equation (5) multiplies the rate by

\[
R^{\beta_c/s}=11^{2/3}=4.95,
\]

and (3) raises the potential by \((\beta_a\beta_c/s)\ln11=41.7\) mV, to \(-0.191\) V. The film current becomes 428 μA/cm\(^2\), the etch rate 9.44 nm/min and the clearing time 10.6 min. The rate grows by less than 11 because the higher potential slows reduction: the cathodic current density falls from 86.6 to 38.9 μA/cm\(^2\), though it now acts on eleven times the area.

The accumulation of dissolved iron need not alter this forward rate. If the dissolution step does not involve ions already in solution, its current at a given potential is independent of their activity. A change of activity then moves \(E_a\) and \(i_{0a}\) together, keeping \(i_{0a}e^{-E_a/\beta_a}\) fixed. Equation (5) contains just this combination, raised to the power \(\beta_a/s\). Raising the activity tenfold shifts \(E_a\) to \(-0.4992\) V and \(i_{0a}\) to \(3.11\times10^{-9}\) A/cm\(^2\), but leaves the corrosion current of the film alone at 86.6 μA/cm\(^2\).

## Oxygen, resistance and the real bath

A bath open to air has a second oxidant. Suppose oxygen reduction is limited by diffusion to a current density \(i_{\rm O}\) on all the cathodic area. The balance becomes \(i_a=R(i_c+i_{\rm O})\). Let \(x\) be the new film current divided by the deaerated \(i_{\rm corr}\). The potential has risen by \(\beta_a\ln x\), so the hydrogen current is multiplied by \(x^{-\beta_a/\beta_c}\), and

\[
x=x^{-\beta_a/\beta_c}+\frac{R\,i_{\rm O}}{i_{\rm corr}}. \tag{13}
\]

For a rough diffusivity \(D=2\times10^{-5}\) cm\(^2\)/s, concentration \(c=0.25\) mmol/L and diffusion layer \(\delta=200\) μm, the four-electron limit is \(i_{\rm O}=4FDc/\delta=96.5\) μA/cm\(^2\). Solving (13) numerically gives \(x=1.85\) for the film alone and 3.05 beside gold. The rates become 3.5 and 28.8 nm/min. The coupled film is affected more because its hydrogen current per cathodic area was smaller, while the oxygen limit per area is taken to be the same. That assumes four electrons per oxygen molecule on gold too. In acid, reduction on gold may stop largely at hydrogen peroxide, which takes only two; if it does so entirely and the peroxide does not react further, the oxygen limit on the gold is halved and the coupled factor is 2.05 instead of 3.05.

Solution resistance acts the other way. If the solution beside the anode is higher in potential by \(V\) than that beside the cathode, the balance is \(i_a(E)=R\,i_c(E+V)\). This replaces \(E_c\) by \(E_c-V\), and (5) acquires the factor \(e^{-V/s}\). For the coupled film, a uniform 1 mm path of conductivity 0.3 S/cm, taken to carry the whole film current although a small part is consumed on the film itself, gives \(V=0.14\) mV and a rate loss of 0.18%. Longer or constricted paths can matter more.

For the open film considered here, the larger of these two omissions is therefore oxygen, which changes the rates by factors of about two to three. The kinetic parameters are also uncertain. With everything else fixed, a tenfold larger \(i_{0c}\) multiplies the rate by \(10^{2/3}=4.64\), and giving gold the cathodic kinetics of iron is itself a rough assumption. If the measured rate has an activation energy of roughly 50 kJ/mol, a bath 5 K warmer etches 1.4 times faster. An oxide left by exposure to air would violate the bare-film assumption until it dissolved. The clearing times here are thus estimates for an open, uniformly thinning film. For a film etched sideways beneath a structure, the exposed iron area, and with it \(R\), must be found from the geometry. While (5) holds, the last term of (13) grows as \(R^{\beta_a/s}\) at a fixed oxygen limit, so when \(R\) is large oxygen can speed the etch by much more than the factors found here, provided that solution resistance and the transport of ions to and from the exposed edge do not limit the current first.

All numerical values are calculated from the stated model.
